\section*{Marcus's two-sphere outer reorganization energy from slow polarization}

\section{The decision and the setting}

Before the rate of an electron transfer in a liquid is estimated, one has to decide whether the solvent's share of the barrier may be entered once for a given pair of ions, or must be recomputed for each separation and each solvent. The theorem below settles this within a continuum model. For the ions of the worked example, moving from contact at 0.80 nm to 1.50 nm raises the solvent barrier by 0.11 eV, more than four times $kT$ at room temperature, if the free-energy minima of the two states are equal. One number for all separations will not do.

State $A$ is the charge distribution before the transfer and state $B$ the one after it. An electron leaves the donor, a sphere of radius $a_1$, and arrives on the acceptor, a sphere of radius $a_2$. The centres are a fixed distance $R$ apart. With $e>0$, the donor's charge changes by $+e$ and the acceptor's by $-e$.

The medium responds in two parts. The electronic polarization $\mathbf p$ follows every change of charge at once. The polarization $\mathbf P$ due to nuclear motion is slow: it cannot change while the electron jumps. The permittivity is $\epsilon_\infty$ if only $\mathbf p$ responds and $\epsilon_s$ if both do, with $\epsilon_s>\epsilon_\infty>1$. SI units are used, and all energies of the medium are free energies at fixed temperature, since the stiffness of $\mathbf P$ is partly entropic.

\paragraph{Definition.} Let $F_\rho[\mathbf P]$ be the free energy for free charge $\rho$ and a given slow polarization $\mathbf P$, with $\mathbf p$ relaxed, and let $\mathbf P_A$, $\mathbf P_B$ minimize $F_A$, $F_B$. The outer reorganization energy is
\begin{equation}
\lambda = F_B[\mathbf P_A]-F_B[\mathbf P_B].
\label{def}
\end{equation}
It is the free energy released when the medium, still arranged for the old charges, relaxes around the new ones.

\paragraph{Theorem.} Assume that (i) the medium is linear, local, isotropic and homogeneous, and fills all space, the interiors of the spheres included; (ii) each ion's charge is spread uniformly over its spherical surface; (iii) $R\ge a_1+a_2$. Then
\begin{equation}
\lambda=\frac{e^2}{4\pi\epsilon_0}
\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right)
\left(\frac1{2a_1}+\frac1{2a_2}-\frac1R\right).
\label{main}
\end{equation}

The filling of the interiors in (i) is an idealization; the error it causes for model cavities of uniform interior permittivity is estimated below.

\section{The free energy at frozen slow polarization}

\paragraph{Lemma 1.} Let $\mathbf D$ be the curl-free field with $\nabla\cdot\mathbf D=\rho$. For curl-free $\mathbf P$, and with $\chi=\epsilon_s-\epsilon_\infty$,
\begin{equation}
F_\rho[\mathbf P]=\int\left[
\frac{|\mathbf D-\mathbf P|^2}{2\epsilon_0\epsilon_\infty}
+\frac{P^2}{2\epsilon_0\chi}\right]dV .
\label{F}
\end{equation}

\emph{Proof.} The free energy is the field energy plus the elastic cost of each polarization:
\begin{equation}
\int\left[\frac{\epsilon_0E^2}{2}
+\frac{p^2}{2\epsilon_0(\epsilon_\infty-1)}
+\frac{P^2}{2\epsilon_0\chi}\right]dV .
\label{start}
\end{equation}
The electric field is curl-free and obeys $\nabla\cdot(\epsilon_0\mathbf E+\mathbf p+\mathbf P)=\rho$. In an infinite homogeneous medium a vector field splits into a curl-free part and a divergence-free part that are orthogonal under the volume integral. Divergence-free polarization produces no field and costs elastic energy, so it vanishes at every minimum. For the curl-free parts
\begin{equation}
\epsilon_0\mathbf E=\mathbf D-\mathbf P-\mathbf p .
\label{E}
\end{equation}
A small change $\delta\mathbf p$ therefore changes $\mathbf E$ by $-\delta\mathbf p/\epsilon_0$, and (\ref{start}) by
\[
\int\left[-\mathbf E+\frac{\mathbf p}{\epsilon_0(\epsilon_\infty-1)}\right]\cdot\delta\mathbf p\,dV .
\]
This vanishes for $\mathbf p=\epsilon_0(\epsilon_\infty-1)\mathbf E$. The first two terms of (\ref{start}) then add up to
\[
\frac{\epsilon_0E^2}{2}+\frac{\epsilon_0(\epsilon_\infty-1)E^2}{2}
=\frac{\epsilon_0\epsilon_\infty E^2}{2},
\]
and (\ref{E}) becomes $\epsilon_0\epsilon_\infty\mathbf E=\mathbf D-\mathbf P$. Inserting this gives (\ref{F}).

It remains to fix $\chi$. When $\mathbf P$ relaxes too, the same variation gives $\mathbf P=\epsilon_0\chi\mathbf E$, hence $\mathbf D=\epsilon_0(\epsilon_\infty+\chi)\mathbf E$. By the definition of the static permittivity this must equal $\epsilon_0\epsilon_s\mathbf E$, so $\chi=\epsilon_s-\epsilon_\infty$. $\square$

\paragraph{Lemma 2.} The free energy (\ref{F}) is a parabola whose curvature does not depend on the charges:
\begin{align}
F_\rho[\mathbf P]&=\int\frac{D^2}{2\epsilon_0\epsilon_s}\,dV
+\frac K2\int|\mathbf P-\mathbf P_\rho|^2dV,
\label{parabola}\\
\mathbf P_\rho&=\frac{\chi}{\epsilon_s}\mathbf D,\qquad
K=\frac{\epsilon_s}{\epsilon_0\epsilon_\infty\chi}.
\label{PK}
\end{align}

\emph{Proof.} Expanding the square in (\ref{F}), the integrand is
\[
\frac{D^2}{2\epsilon_0\epsilon_\infty}
-\frac{\mathbf D\cdot\mathbf P}{\epsilon_0\epsilon_\infty}
+\frac{K}{2}P^2,\qquad
K=\frac1{\epsilon_0}\left(\frac1{\epsilon_\infty}+\frac1\chi\right)
=\frac{\chi+\epsilon_\infty}{\epsilon_0\epsilon_\infty\chi},
\]
and $\chi+\epsilon_\infty=\epsilon_s$. The minimum lies at $\mathbf P_\rho=\mathbf D/(\epsilon_0\epsilon_\infty K)=(\chi/\epsilon_s)\mathbf D$. Its value is
\[
\frac{D^2}{2\epsilon_0\epsilon_\infty}
-\frac{\mathbf D\cdot\mathbf P_\rho}{2\epsilon_0\epsilon_\infty}
=\frac{D^2}{2\epsilon_0\epsilon_\infty}\left(1-\frac{\chi}{\epsilon_s}\right)
=\frac{D^2}{2\epsilon_0\epsilon_s},
\]
because $1-\chi/\epsilon_s=\epsilon_\infty/\epsilon_s$. $\square$

\section{The dielectric factor}

\paragraph{Lemma 3.} With $\Delta\mathbf D=\mathbf D_B-\mathbf D_A$,
\begin{equation}
\lambda=\frac1{2\epsilon_0}
\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right)
\int|\Delta\mathbf D|^2dV .
\label{lamD}
\end{equation}

\emph{Proof.} By (\ref{def}) and (\ref{parabola}), $\lambda=(K/2)\int|\mathbf P_A-\mathbf P_B|^2dV$. By (\ref{PK}), $\mathbf P_B-\mathbf P_A=(\chi/\epsilon_s)\Delta\mathbf D$. The coefficient of $\int|\Delta\mathbf D|^2dV$ is thus
\[
\frac12\,\frac{\epsilon_s}{\epsilon_0\epsilon_\infty\chi}\,
\frac{\chi^2}{\epsilon_s^2}
=\frac{\epsilon_s-\epsilon_\infty}{2\epsilon_0\epsilon_\infty\epsilon_s}
=\frac1{2\epsilon_0}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right).
\quad\square
\]

Only the transferred charge enters; the charges that the ions carry throughout cancel in $\Delta\mathbf D$. If $\epsilon_s=\epsilon_\infty$, nothing in the medium lags behind the electron, and $\lambda=0$.

\paragraph{Proposition (any geometry).} Let $W_\infty[\rho]$ and $W_s[\rho]$ be the electrostatic free energies of $\rho$ with the fast response alone and with the full response. For any linear medium without built-in polarization, homogeneous or not,
\begin{equation}
\lambda=W_\infty[\Delta\rho]-W_s[\Delta\rho],\qquad \Delta\rho=\rho_B-\rho_A .
\label{W}
\end{equation}

\emph{Proof.} $F_\rho[\mathbf P]$ is quadratic in $\rho$ and $\mathbf P$ jointly. Its minimum over $\mathbf P$ lies at some $\mathbf P=L\rho$ with $L$ linear, so $F_\rho[\mathbf P]=W_s[\rho]+Q[\mathbf P-L\rho]$, where the quadratic form $Q$ does not depend on $\rho$. At $\mathbf P=0$ only the fast part responds, so $W_\infty[\rho]=W_s[\rho]+Q[L\rho]$. From (\ref{def}), $\lambda=Q[L\rho_A-L\rho_B]=Q[L\Delta\rho]$, which is (\ref{W}). $\square$

This explains the difference of inverse permittivities: in a homogeneous medium the energy of a given charge distribution scales as $1/\epsilon$.

Equation (\ref{W}) was tested on a cluster of 27 interacting point dipoles on a slightly distorted cubic lattice, with fast and slow polarizabilities of 0.03 and 0.04 in units of the lattice spacing cubed. The directly evaluated $\lambda$ divided by $W_\infty-W_s$ came out as 1.00000000.

\section{The geometric factor}

\emph{Proof of the theorem.} Write $\Delta\mathbf D=\mathbf D_1-\mathbf D_2$, where $\mathbf D_i$ is the field of a charge $+e$ spread over sphere $i$. The minus sign is there because the acceptor's charge changes by $-e$. Then
\begin{equation}
\int|\Delta\mathbf D|^2dV=\int D_1^2\,dV+\int D_2^2\,dV-2\int\mathbf D_1\cdot\mathbf D_2\,dV .
\label{three}
\end{equation}

Each $\mathbf D_i$ vanishes inside its own shell and equals $e/(4\pi r^2)$ outside, so the first two terms are
\[
\int D_i^2\,dV=\int_{a_i}^\infty\frac{e^2}{16\pi^2r^4}\,4\pi r^2\,dr
=\frac{e^2}{4\pi a_i}.
\]

For the cross term put $\mathbf D_2=-\epsilon_0\nabla\varphi_2$ and integrate by parts. The surface term at infinity vanishes, since $\varphi_2D_1$ falls as $r^{-3}$ while the area grows as $r^2$. With $\nabla\cdot\mathbf D_1=\rho_1$,
\[
\int\mathbf D_1\cdot\mathbf D_2\,dV=\epsilon_0\int\rho_1\varphi_2\,dV
=\epsilon_0\,e\,\langle\varphi_2\rangle_1 ,
\]
where $\langle\varphi_2\rangle_1$ is the average over shell 1. Since $R\ge a_1+a_2$, no charge of shell 2 lies inside shell 1, so $\varphi_2$ is harmonic there and its average over the shell equals its value at the centre, $e/(4\pi\epsilon_0R)$. The cross integral is $e^2/(4\pi R)$, and
\begin{equation}
\int|\Delta\mathbf D|^2dV=\frac{e^2}{4\pi}
\left(\frac1{a_1}+\frac1{a_2}-\frac2R\right).
\label{geo}
\end{equation}
Inserting (\ref{geo}) into (\ref{lamD}) and taking the factor $1/2$ into the bracket gives (\ref{main}). $\square$

\paragraph{Dependence on separation.} From (\ref{main}),
\begin{equation}
\frac{d\lambda}{dR}=\frac{e^2}{4\pi\epsilon_0}
\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right)\frac1{R^2}>0 .
\end{equation}
The opposite changes of charge form a dipole of length $R$. When the ions are close, their fields largely cancel at a distance, and less polarization has to be rebuilt. As $R\to\infty$ the two single-ion terms remain. At contact the bracket in (\ref{main}) is
\begin{equation}
\frac{a_1+a_2}{2a_1a_2}-\frac1{a_1+a_2}
=\frac{(a_1+a_2)^2-2a_1a_2}{2a_1a_2(a_1+a_2)}
=\frac{a_1^2+a_2^2}{2a_1a_2(a_1+a_2)}>0 .
\end{equation}
For equal radii this is $1/(2a)$, half of the value $1/a$ at infinite separation. For $R<a_1+a_2$ the mean-value argument fails, and (\ref{main}) must not be used.

\section{Gap fluctuations and the barrier}

\paragraph{Corollary.} Let $X=F_B[\mathbf P]-F_A[\mathbf P]$ be the energy gap at given $\mathbf P$, and $\Delta F$ the difference of the minima of $F_B$ and $F_A$. Here $F_A$ and $F_B$ also include the internal energies of the ions in each state; these do not depend on $\mathbf P$ and leave $\lambda$ unchanged. For classical polarization in equilibrium with state $A$,
\begin{equation}
\langle(X-\langle X\rangle)^2\rangle=2\lambda kT,\qquad
F^\ddagger=\frac{(\lambda+\Delta F)^2}{4\lambda},
\label{fluct}
\end{equation}
where $F^\ddagger$ is the height of the lowest point with $X=0$ above the minimum of $F_A$.

\emph{Proof.} In (\ref{F}) only the cross term couples charge and polarization, so $X=\mathrm{const}-\int\Delta\mathbf D\cdot\mathbf P\,dV/(\epsilon_0\epsilon_\infty)$. Write $\mathbf P=\mathbf P_A+u\,\Delta\mathbf D+\mathbf P_\perp$ with $\int\mathbf P_\perp\cdot\Delta\mathbf D\,dV=0$, and let $N=\int|\Delta\mathbf D|^2dV$. Then
\[
F_A=F_A^{\min}+\tfrac12KNu^2+\tfrac12K\!\int P_\perp^2\,dV,\qquad
X=X_A-\frac{Nu}{\epsilon_0\epsilon_\infty}.
\]
The Boltzmann weight gives $\langle u^2\rangle=kT/(KN)$, so the variance of $X$ is
\[
\frac{N^2}{\epsilon_0^2\epsilon_\infty^2}\,\frac{kT}{KN}
=\frac{N\,kT}{\epsilon_0}\,\frac{\chi}{\epsilon_\infty\epsilon_s}=2\lambda kT,
\]
the last step by (\ref{lamD}). At $\mathbf P_A$ the gap is $X_A=\lambda+\Delta F$ by (\ref{def}). Reaching $X=0$ needs $u=X_A\epsilon_0\epsilon_\infty/N$, while $\mathbf P_\perp$ would only add energy. The cost is
\[
\frac{KN}{2}\,\frac{X_A^2\epsilon_0^2\epsilon_\infty^2}{N^2}
=\frac{X_A^2}{2}\,\frac{K\epsilon_0^2\epsilon_\infty^2}{N}
=\frac{X_A^2}{4\lambda},
\]
because the variance just found says $N/(K\epsilon_0^2\epsilon_\infty^2)=2\lambda$. $\square$

For equal minima the barrier is $\lambda/4$. In the dipole cluster described above, the variance divided by $\lambda kT$ was 2.000000 and the barrier divided by $\lambda$ was 0.250000.

\section{Worked example: metal complexes in water}

Take $a_1=0.35$ nm, $a_2=0.45$ nm and $R=1.00$ nm, with $\epsilon_\infty=1.8$ and $\epsilon_s=78$ at 298 K. These are rough values for aqua-type metal complexes in water. The factors are
\begin{align*}
\frac1{1.8}-\frac1{78}&=0.54274,\\
\frac1{2a_1}+\frac1{2a_2}-\frac1R&=1.42857+1.11111-1.00000=1.53968\ \mathrm{nm^{-1}}.
\end{align*}
Quadrature of $|\Delta\mathbf D|^2$ over all space, divided by $e^2/2\pi$, gives the same 1.53968 nm$^{-1}$. With $e^2/(4\pi\epsilon_0)=1.43996$ eV\,nm,
\[
\lambda=1.43996\times0.54274\times1.53968\ \mathrm{eV}=1.20\ \mathrm{eV}
\quad(116\ \mathrm{kJ/mol}).
\]
For equal minima the barrier is 0.30 eV, or 11.7 $kT$, and the classical root-mean-square gap fluctuation is 0.25 eV.

With everything else fixed, $\lambda$ is 1.01 eV at contact (0.80 nm), 1.46 eV at 1.50 nm, 1.59 eV at 2.00 nm and 1.98 eV at infinite separation. If the minima are equal at both distances, the barrier rises between contact and 1.50 nm by $(1.464-1.008)/4=0.114$ eV, or 4.4 $kT$. This alone lowers the Boltzmann factor of the barrier about eighty-fold, before any change in electronic coupling.

At $R=1.00$ nm and fixed $\epsilon_\infty$, lowering $\epsilon_s$ from 78 to 10 reduces $\lambda$ only to 1.01 eV, because $1/\epsilon_s$ is still small beside $1/\epsilon_\infty$. At $\epsilon_s=2.3$ it is 0.27 eV. This last pair is only formal: common solvents with $\epsilon_s$ near 2.3 have $\epsilon_\infty$ of about 2.0 to 2.25, for which (\ref{main}) gives about 0.1 eV or less. In a strongly polar liquid a given small percentage change of $\epsilon_\infty$ therefore alters $\lambda$ far more than the same percentage change of $\epsilon_s$.

\section{Where the model departs from the real case}

\paragraph{Cavities.} Real ions exclude the solvent. Of the field integral, 1.8\% lies inside the spheres, and cutting it out at fixed $\mathbf D$ would lower $\lambda$ by that share. But $\mathbf D$ readjusts. Solving the electrostatics of two cavities and using (\ref{W}) gives 1.214 eV for an interior permittivity of 1, which is 0.9\% above (\ref{main}), and 1.203 eV for an interior permittivity of 1.8, which is 0.06\% below it. At this separation the excluded volume is unimportant for both interiors, and even the sign of its effect depends on the interior. More polarizable interiors lower $\lambda$ further, by 1.8\% for an interior permittivity of 4 and by about 6\% for conducting spheres. The effect grows as the ions approach contact, where it reaches $+2.9\%$, $-0.2\%$ and $-6.6\%$ for interior permittivities of 1, 1.8 and 4; for these interiors the rise of the barrier between contact and 1.50 nm lies between 4.2 and 5.1 $kT$.

\paragraph{Molecular structure and saturation.} A first solvent layer 0.28 nm thick supplies 42\% of the single-ion terms and, at $R=1.00$ nm, about two thirds of the whole field integral in (\ref{lamD}), so most of $\lambda$ comes from a region where a continuum is doubtful. The linear response is strained as well. At the surface of the smaller ion, the ion's own charge $ze$, without the field of the other ion, demands in this model a slow polarization of $(1-\epsilon_\infty/\epsilon_s)\,ze/(4\pi a_1^2)$. For $z=1$ this is 10.2 $\mu$C/cm$^2$. Complete alignment of all water dipoles, taken roughly as 1.9 D each, supplies 21.2 $\mu$C/cm$^2$. For $z=3$ the demand at the surface is 1.44 times this full alignment. The demand falls as $1/r^2$ further out, and the ratio depends on the dipole moment assumed (1.9 D is close to the gas-phase value; with about 2.9 D, often assigned in the liquid, the ratio falls slightly below 1), so it signals a strongly nonlinear response near the ion, not a sharp limit. For highly charged complexes the statement that only the transferred charge matters is thus unsafe. The resulting shift of $\lambda$ is not determined here.

\paragraph{Bonds inside the complexes.} Equation (\ref{main}) leaves out changes of bond length. Twelve metal--ligand bonds with a stiffness of 150 N/m, each changing by 0.010 nm (rough values), store $12\times\frac12\times150\times(10^{-11})^2$ J $=0.56$ eV. Added to the outer term this gives about 1.77 eV. The term grows as the square of the bond change: at the same stiffness it is 0.09 eV for 0.004 nm and 1.1 eV for 0.014 nm, a range that real complexes span. It must be sized for each pair of ions, and it belongs in any estimate of a rate for such ions.

\paragraph{Quantum modes.} A harmonic mode of frequency $\omega$ has a coordinate variance larger than the classical one by the factor $x\coth x$, with $x=\hbar\omega/2kT$. For librations of water near 600 cm$^{-1}$ this is 1.62. If the permittivity levels off at about 5 between the Debye relaxation and the faster nuclear modes, those faster modes carry the share $(1/1.8-1/5)/0.54274=66\%$ of $\lambda$. If all of this share fluctuated at 600 cm$^{-1}$, the variance in (\ref{fluct}) would be multiplied by 1.4. This is only a rough indication: the gap follows longitudinal modes, whose frequencies lie above the transverse ones seen in absorption, and the factor is then larger. A single oscillator absorbing at 600 cm$^{-1}$ that lifts the permittivity from 1.8 to 5 has its longitudinal frequency at $600\sqrt{5/1.8}=1000$ cm$^{-1}$, which gives a factor near 1.9. The static quantity $\lambda$ is unchanged, but the classical barrier becomes less reliable.

\paragraph{Salt and temperature.} Slow mobile ions lower $W_s$ in (\ref{W}), but not below zero, since the energy is a positive quadratic form. In the homogeneous model they can therefore add at most $W_s=0.028$ eV, or 2.4\% of $\lambda$. Heating the water until $\epsilon_s$ is about 56, with all else fixed, lowers $\lambda$ by 0.9\%. In real water $\epsilon_\infty$ also falls as the density drops; this raises $\lambda$ and can outweigh the decrease.

The full set of values is in the numerical output that follows.

\section*{Calculated quantities}
\begin{verbatim}
Radii a1, a2: 0.35, 0.45 nm; distance R: 1.00 nm
eps_inf: 1.8; eps_s: 78; T: 298 K
e^2/(4 pi eps0): 1.43996 eV nm; kT: 0.02568 eV
1/eps_inf - 1/eps_s: 0.54274
1/(2 a1): 1.42857 1/nm; 1/(2 a2): 1.11111 1/nm
1/R: 1.00000 1/nm; geometric factor g: 1.53968 1/nm
g by field quadrature: 1.53968 1/nm
Outer reorganization energy: 1.2033 eV
  the same: 116.1 kJ/mol
Slope d lam/dR at R: 0.7815 eV/nm
Barrier lam/4 (equal minima): 0.3008 eV = 11.71 kT
Classical rms gap fluctuation: 0.2486 eV
R = 0.80 nm: lam = 1.0079 eV
R = 1.00 nm: lam = 1.2033 eV
R = 1.50 nm: lam = 1.4638 eV
R = 2.00 nm: lam = 1.5941 eV
R = inf nm: lam = 1.9848 eV
eps_s = 78.0, R = 1.0 nm: lam = 1.2033 eV
eps_s = 10.0, R = 1.0 nm: lam = 1.0100 eV
eps_s = 5.0, R = 1.0 nm: lam = 0.7883 eV
eps_s = 2.3, R = 1.0 nm: lam = 0.2678 eV
eps_s = 1.8, R = 1.0 nm: lam = 0.0000 eV
Continuum solver / formula: 1.00000000
Dipole cluster lam/(W_inf-W_s): 1.00000000
Dipole cluster variance/(lam kT): 2.000000
Dipole cluster barrier/lam: 0.250000
Share of field integral inside spheres: 1.83 %
Cavities, interior eps 1.0: lam = 1.2141 eV (+0.90 %)
Cavities, interior eps 1.8: lam = 1.2026 eV (-0.06 %)
First layer: 0.28 nm; share of single-ion terms: 41.8 %
Water dipole (rough): 1.9 D; full alignment: 21.2 uC/cm2
Slow P at donor surface, charge 1: 10.2 uC/cm2 = 0.48 of full alignment
Slow P at donor surface, charge 2: 20.3 uC/cm2 = 0.96 of full alignment
Slow P at donor surface, charge 3: 30.5 uC/cm2 = 1.44 of full alignment
Libration (rough): 600 1/cm = 0.0744 eV
Permittivity above Debye relaxation (rough): 5
Share of lam from faster nuclear modes: 65.5 %
Quantum/classical variance, libration: 1.618
Quantum/classical variance, whole gap: 1.405
Upper bound on mobile-ion addition: 0.0284 eV (2.36 %)
Hot water, eps_s 56 (rough): lam = 1.1921 eV (-0.93 %)
Inner bonds (rough): 12 bonds, 150 N/m, 0.010 nm
Inner-shell energy to be added: 0.562 eV
\end{verbatim}
